**Relaxation energy of a supercell with residual pressure**

The program tests the linear-elastic result $W=P^2V/(2B)$, where $W$ is the energy released, $P$ the residual pressure, $V$ the supercell volume and $B$ the bulk modulus. It solves the six-component strain problem of a cubic crystal and asserts that uniform pressure gives the same energy, equal axial strains and no shear. It also asserts the formula for the extra energy of unequal axial stresses, and that each of 200 random traceless stresses added to the pressure raises the energy released. For a modulus that varies linearly with pressure, it integrates the Murnaghan pressure numerically and asserts the two first-order correction coefficients at a small pressure. For $V=4320$ Å$^3$, $B=98$ GPa and $P=1$ GPa the output shows a volume change of 44.08 Å$^3$ and $W=0.1376$ eV. Axial stresses of 1.5, 1.0 and 0.5 GPa raise the energy to 0.2100 eV. With a pressure slope of 4, the energy is 0.1344 eV if $B$ is the zero-pressure modulus and 0.1400 eV if it is the modulus at the starting volume.

## Numerical check

```python
# Result under test: a cubic supercell of volume V with residual pressure P
# and bulk modulus B releases W = P^2 V / (2 B) when its volume relaxes.
# Units: pressure and stiffness in GPa, volume in cubic angstrom, energy in eV.
# Strain order: xx, yy, zz, yz, xz, xy (engineering shear strains).
# Positive residual stress pushes the cell outward.
import numpy as np
from scipy.constants import e as elementary_charge, giga, angstrom
from scipy.integrate import quad

volume = 4320.0
bulk_modulus = 98.0
pressure = 1.0
to_ev = giga * angstrom**3 / elementary_charge


def linear_energy(p):
    return p**2 * volume / (2 * bulk_modulus) * to_ev


delta_volume = pressure * volume / bulk_modulus
released = linear_energy(pressure)
without_half = pressure * delta_volume * to_ev

# Full six-component strain relaxation of a cubic crystal.
c11, c12, c44 = 160.0, 67.0, 80.0
stiffness = np.diag([c11 - c12] * 3 + [c44] * 3)
stiffness[:3, :3] += c12
assert np.all(np.linalg.eigvalsh(stiffness) > 0)


def relax_strain(stress):
    strain = np.linalg.solve(stiffness, stress)
    density = -stress @ strain + 0.5 * strain @ stiffness @ strain
    return strain, -density * volume * to_ev


uniform = pressure * np.array([1.0, 1.0, 1.0, 0.0, 0.0, 0.0])
strain_uniform, energy_uniform = relax_strain(uniform)
assert np.isclose(energy_uniform, released, rtol=1e-10)
assert np.allclose(strain_uniform[:3], pressure / (3 * bulk_modulus), rtol=1e-10)
assert np.allclose(strain_uniform[3:], 0.0, atol=1e-14)
assert np.isclose(strain_uniform[:3].sum(), delta_volume / volume, rtol=1e-10)

# Unequal axial stresses with the same mean pressure.
deviation = np.array([0.5, 0.0, -0.5])
unequal = uniform.copy()
unequal[:3] += deviation
strain_unequal, energy_unequal = relax_strain(unequal)
extra = volume * (deviation @ deviation) / (2 * (c11 - c12)) * to_ev
assert np.isclose(energy_unequal, released + extra, rtol=1e-10)

# Any traceless addition, including shear, must raise the released energy.
rng = np.random.default_rng(1)
for _ in range(200):
    addition = rng.normal(size=6)
    addition[:3] -= addition[:3].mean()
    assert relax_strain(uniform + addition)[1] > released

# Nonlinear check: Murnaghan pressure, integrated up to the relaxed volume.
slope = 4.0


def murnaghan_pressure(v, v_zero, b_zero):
    return b_zero / slope * ((v_zero / v)**slope - 1)


def murnaghan_energy(p, b_zero):
    v_zero = volume * (1 + slope * p / b_zero)**(1 / slope)
    assert np.isclose(murnaghan_pressure(volume, v_zero, b_zero), p, rtol=1e-9)
    work = quad(murnaghan_pressure, volume, v_zero, args=(v_zero, b_zero))[0]
    return work * to_ev, v_zero


energy_b_zero, _ = murnaghan_energy(pressure, bulk_modulus)
b_zero_shifted = bulk_modulus - slope * pressure
energy_b_start, v_zero_start = murnaghan_energy(pressure, b_zero_shifted)

# In the second case the modulus at the starting volume must be the given one.
step = 0.01
p_plus = murnaghan_pressure(volume + step, v_zero_start, b_zero_shifted)
p_minus = murnaghan_pressure(volume - step, v_zero_start, b_zero_shifted)
assert np.isclose(-volume * (p_plus - p_minus) / (2 * step), bulk_modulus, rtol=1e-6)

# First-order correction coefficients, measured at a small pressure.
# The tolerance covers the next order in pressure / bulk modulus.
small = 0.01
ratio = small / bulk_modulus
coef_zero = (murnaghan_energy(small, bulk_modulus)[0] / linear_energy(small) - 1) / ratio
coef_start = (murnaghan_energy(small, bulk_modulus - slope * small)[0]
              / linear_energy(small) - 1) / ratio
assert abs(coef_zero - (1 - 2 * slope) / 3) < 0.01
assert abs(coef_start - (1 + slope) / 3) < 0.01

assert round(released, 2) == 0.14

print(f"Supercell volume V: {volume:.0f} A^3")
print(f"Bulk modulus B: {bulk_modulus:.0f} GPa")
print(f"Residual pressure P: {pressure:.1f} GPa")
print(f"1 GPa A^3 in eV: {to_ev:.8f} eV")
print(f"Volume change P V/B: {delta_volume:.2f} A^3")
print(f"Volume strain P/B: {100 * delta_volume / volume:.3f} %")
print(f"Strain of each edge: {100 * strain_uniform[0]:.3f} %")
print(f"W before conversion: {released / to_ev:.3f} GPa A^3")
print(f"Relaxation energy W: {released:.4f} eV")
print(f"W to two decimals: {released:.2f} eV")
print(f"P times volume change, factor 1/2 forgotten: {without_half:.4f} eV")
print(f"Model C11, C12, C44: {c11:.0f}, {c12:.0f}, {c44:.0f} GPa")
print(f"W from six-strain solution, uniform pressure: {energy_uniform:.4f} eV")
print("Unequal axial stresses: "
      + ", ".join(f"{s:.1f}" for s in unequal[:3]) + " GPa")
print(f"W from six-strain solution, unequal stresses: {energy_unequal:.4f} eV")
print(f"Part due to unequal stresses: {extra:.4f} eV")
print(f"Model pressure slope B': {slope:.0f} (no unit)")
print(f"Murnaghan W, B taken at zero pressure: {energy_b_zero:.4f} eV")
print(f"  change from linear W: {100 * (energy_b_zero / released - 1):.2f} %")
print(f"Murnaghan W, B taken at starting volume: {energy_b_start:.4f} eV")
print(f"  change from linear W: {100 * (energy_b_start / released - 1):.2f} %")
print(f"Small test pressure: {small:.2f} GPa")
print(f"Correction coefficient, B at zero pressure: {coef_zero:.3f} (no unit)")
print(f"Correction coefficient, B at starting volume: {coef_start:.3f} (no unit)")
print("verified")
```

Printed output:

```
Supercell volume V: 4320 A^3
Bulk modulus B: 98 GPa
Residual pressure P: 1.0 GPa
1 GPa A^3 in eV: 0.00624151 eV
Volume change P V/B: 44.08 A^3
Volume strain P/B: 1.020 %
Strain of each edge: 0.340 %
W before conversion: 22.041 GPa A^3
Relaxation energy W: 0.1376 eV
W to two decimals: 0.14 eV
P times volume change, factor 1/2 forgotten: 0.2751 eV
Model C11, C12, C44: 160, 67, 80 GPa
W from six-strain solution, uniform pressure: 0.1376 eV
Unequal axial stresses: 1.5, 1.0, 0.5 GPa
W from six-strain solution, unequal stresses: 0.2100 eV
Part due to unequal stresses: 0.0725 eV
Model pressure slope B': 4 (no unit)
Murnaghan W, B taken at zero pressure: 0.1344 eV
  change from linear W: -2.32 %
Murnaghan W, B taken at starting volume: 0.1400 eV
  change from linear W: 1.74 %
Small test pressure: 0.01 GPa
Correction coefficient, B at zero pressure: -2.333 (no unit)
Correction coefficient, B at starting volume: 1.667 (no unit)
verified
```
